# Reduced matrix elements of [C^ν × σ]^L between spinor harmonics, part 1

(Sections cited here and not found follow in the second part.)

## First half: spinors and vector fields on the sphere

### 1. Where the tensor comes from

Two electrons in an atom repel through their charges and also interact through their currents. In Dirac theory the velocity operator of an electron is $c\boldsymbol\alpha$. In the Coulomb gauge the charges interact through the instantaneous $1/r_{12}$. When the energy of the exchanged transverse photon is neglected, the current interaction in this gauge is the Breit operator, in atomic units

$$
B=-\frac{1}{2r_{12}}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf r}_{12})(\boldsymbol\alpha_2\cdot\hat{\mathbf r}_{12})\right].\tag{1}
$$

Atomic orbitals have definite angular momentum, so the angles should be integrated once and for all. What must be integrated is seen from the operator $\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$. It stands in (1) with the coefficient $-\tfrac12$, and with the coefficient $-1$ once $B$ is rewritten as in section 11. Let $C^\nu_m=\sqrt{4\pi/(2\nu+1)}\,Y_{\nu m}$. Then

$$
\frac1{r_{12}}=\sum_\nu\frac{r_<^\nu}{r_>^{\nu+1}}\sum_m(-1)^mC^\nu_m(1)C^\nu_{-m}(2),
$$

$$
\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2=\sum_q(-1)^q\alpha_q(1)\alpha_{-q}(2).
$$

The operators of electron 1 occur as products $C^\nu_m\alpha_q$. We couple them to total rank $L$:

$$
[C^\nu\times\alpha]^L_M=\sum_{mq}\langle\nu m,1q|LM\rangle C^\nu_m\alpha_q .
$$

The inverse is $C^\nu_m\alpha_q=\sum_L\langle\nu m,1q|LM\rangle[C^\nu\times\alpha]^L_M$ with $M=m+q$. For electron 2 all projections are reversed, which multiplies the Clebsch–Gordan coefficient by $(-1)^{\nu+1-L}$. Orthogonality of the coefficients then leaves a single sum over $L$:

$$
\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}=\sum_{\nu L}(-1)^{\nu+1-L}\frac{r_<^\nu}{r_>^{\nu+1}}\sum_M(-1)^M[C^\nu\times\alpha]^L_M(1)\,[C^\nu\times\alpha]^L_{-M}(2).\tag{2}
$$

Each electron therefore needs the matrix elements of one tensor. Since $\boldsymbol\alpha$ has the Pauli matrices $\boldsymbol\sigma$ in its off-diagonal blocks, the angular problem is that of

$$
T^{\nu L}_M=\sum_{mq}\langle\nu m,1q|LM\rangle\,C^\nu_m\,\sigma_q ,\qquad \nu=L-1,\;L,\;L+1,\tag{3}
$$

taken between the angular part of a large component and that of a small one.

### 2. Conventions

The spherical basis vectors are $\mathbf e_{\pm1}=\mp(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2$ and $\mathbf e_0=\hat{\mathbf z}$, and $\sigma_q=\boldsymbol\sigma\cdot\mathbf e_q$. Clebsch–Gordan coefficients have Condon–Shortley phases. In particular, all of them are non-negative when $J=j_1+j_2$. We shall use the symmetry

$$
\langle j_1m_1,j_2m_2|JM\rangle=(-1)^{j_2+m_2}\sqrt{\frac{2J+1}{2j_1+1}}\,\langle J\,{-M},j_2m_2|j_1\,{-m_1}\rangle .\tag{4}
$$

A spinor harmonic couples $l$ first and spin second. With $\eta_s$ the spin-up and spin-down spinors,

$$
\chi_{\kappa m}=\sum_{s=\pm1/2}\langle l\,m-s,\tfrac12s|jm\rangle\,Y_{l,m-s}\,\eta_s .
$$

The integer $\kappa$ carries both $l$ and $j$: $\kappa=l$ if $j=l-\tfrac12$, and $\kappa=-l-1$ if $j=l+\tfrac12$. Hence $j=|\kappa|-\tfrac12$. The eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$ is $j(j+1)-l(l+1)-\tfrac34$, which equals $l$ or $-l-1$ for $j=l\pm\tfrac12$. In both cases this is $-1-\kappa$, so

$$
K\chi_{\kappa m}=\kappa\chi_{\kappa m},\qquad K=-1-\boldsymbol\sigma\cdot\mathbf L.\tag{5}
$$

The labels $\kappa$ and $-\kappa$ have the same $j$, while their $l$ differ by one. They are the angular labels of the large and small components of one Dirac orbital.

Reduced matrix elements are defined by

$$
\langle\kappa m|T_{LM}|\kappa'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&L&j'\\-m&M&m'\end{pmatrix}\langle\kappa\|T_L\|\kappa'\rangle .\tag{6}
$$

The prefactor depends on $j$ and $j'$, and not on the signs of $\kappa$ and $\kappa'$. A linear relation between matrix elements with the same $j,j',L$ and projections is therefore also a relation between the reduced ones.

### 3. Spinors at the pole

A spinor harmonic can be found everywhere by rotation from its value on the $z$ axis. There $Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}$, so the one coefficient needed is $\langle l0,\tfrac12\mu|j\mu\rangle$ with $\mu=\pm\tfrac12$.

Its magnitude follows from the operator that projects on $j=l+\tfrac12$, namely $(l+1+\boldsymbol\sigma\cdot\mathbf L)/(2l+1)$. It equals one when $\boldsymbol\sigma\cdot\mathbf L=l$ and zero when $\boldsymbol\sigma\cdot\mathbf L=-l-1$. In the product state of $Y_{l0}$ and $\eta_\mu$ the mean of $\boldsymbol\sigma\cdot\mathbf L$ vanishes: $L_z$ gives zero, and $L_x,L_y$ change the projection. The squared coefficients are thus $(l+1)/(2l+1)$ for $j=l+\tfrac12$ and $l/(2l+1)$ for $j=l-\tfrac12$. The phase convention makes the first coefficient positive. For $j=l-\tfrac12$ it makes the spin-down coefficient positive and the spin-up coefficient negative.

Multiplied by $\sqrt{(2l+1)/4\pi}$, the magnitudes become $\sqrt{(l+1)/4\pi}$ and $\sqrt{l/4\pi}$. Both are $\sqrt{(2j+1)/8\pi}$. Hence

$$
\chi_{\kappa\mu}(\hat{\mathbf z})=\sqrt{\frac{2j+1}{8\pi}}\;s_{\kappa\mu}\,\eta_\mu,\qquad
s_{\kappa\mu}=\begin{cases}1,&\kappa<0\\-2\mu,&\kappa>0,\end{cases}\tag{7}
$$

and $\chi_{\kappa m}(\hat{\mathbf z})=0$ for $|m|>\tfrac12$.

Now let $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. At the pole it is $\sigma_z$, and $\sigma_z\eta_\mu=2\mu\,\eta_\mu$. For $\kappa<0$ the sign factor becomes $2\mu=-s_{-\kappa,\mu}$. For $\kappa>0$ it becomes $-(2\mu)^2=-1=-s_{-\kappa,\mu}$. Since $\sigma_r$ is invariant under joint rotation of space and spin, and $\chi_{\kappa m}$ and $\chi_{-\kappa m}$ rotate alike, the result holds in every direction:

$$
\sigma_r\chi_{\kappa m}=-\chi_{-\kappa m}.\tag{8}
$$

It follows that $K\sigma_r\chi_\kappa=-K\chi_{-\kappa}=\kappa\chi_{-\kappa}=-\kappa\,\sigma_r\chi_\kappa$, which means

$$
K\sigma_r=-\sigma_rK.\tag{9}
$$

### 4. The reduced element of $C^L$

Let a rotation $R$ carry $\hat{\mathbf z}$ to $\hat{\mathbf r}$, and let $u(R)$ be its spin matrix. The rotation law $u\,\chi_{\kappa\mu}(\hat{\mathbf z})=\sum_m\chi_{\kappa m}(\hat{\mathbf r})D^j_{m\mu}(R)$ is inverted by the unitarity of $D^j$:

$$
\chi_{\kappa m}(\hat{\mathbf r})=\sum_\mu D^{j*}_{m\mu}(R)\,u(R)\,\chi_{\kappa\mu}(\hat{\mathbf z}),\qquad C^L_M(\hat{\mathbf r})=D^{L*}_{M0}(R).
$$

In $\chi^\dagger_{\kappa m}C^L_M\chi_{\kappa'm'}$ the matrices $u^\dagger u$ cancel, and orthogonality of the $\eta_\mu$ leaves one sum over $\mu$. The solid-angle integral is $4\pi$ times the average over rotations. Using $D^j_{m\mu}=(-1)^{m-\mu}D^{j*}_{-m,-\mu}$ and the average of three rotation matrices, we get

$$
\begin{aligned}
\langle\kappa m|C^L_M|\kappa'm'\rangle={}&\tfrac12\sqrt{(2j+1)(2j'+1)}\sum_\mu s_{\kappa\mu}s_{\kappa'\mu}(-1)^{m-\mu}\\
&\times\begin{pmatrix}j&L&j'\\-m&M&m'\end{pmatrix}\begin{pmatrix}j&L&j'\\-\mu&0&\mu\end{pmatrix}.
\end{aligned}
$$

Because $j-m$ is an integer, $(-1)^{m-\mu}=(-1)^{j-m}(-1)^{j-\mu}$. Comparison with (6) gives

$$
\langle\kappa\|C^L\|\kappa'\rangle=\tfrac12\sqrt{(2j+1)(2j'+1)}\sum_\mu s_{\kappa\mu}s_{\kappa'\mu}(-1)^{j-\mu}\begin{pmatrix}j&L&j'\\-\mu&0&\mu\end{pmatrix}.
$$

Let $\epsilon$ be the sign of $\kappa\kappa'$. For $\mu=\tfrac12$ the product of the two $s$ factors is $\epsilon$; for $\mu=-\tfrac12$ it is $+1$, or $\epsilon$ times the former. In going from $\mu=\tfrac12$ to $\mu=-\tfrac12$ the power of $-1$ also changes sign, and the $3j$ symbol gains $(-1)^{j+L+j'}$. The sum over $\mu$ is therefore

$$
\epsilon\,(-1)^{j-1/2}\begin{pmatrix}j&L&j'\\-\frac12&0&\frac12\end{pmatrix}\left[1-\epsilon(-1)^{j+L+j'}\right].
$$

Since $l=j+\tfrac12$ for $\kappa>0$ and $l=j-\tfrac12$ for $\kappa<0$, we have $-\epsilon(-1)^{j+L+j'}=(-1)^{l+L+l'}$. The bracket is the parity rule: it is 2 if $l+L+l'$ is even and 0 otherwise. In the even case $\epsilon=-(-1)^{j+L+j'}$, and this sign is absorbed by exchanging the last two columns of the $3j$ symbol. The result is

$$
\langle\kappa\|C^L\|\kappa'\rangle=(-1)^{j+1/2}\sqrt{(2j+1)(2j'+1)}\begin{pmatrix}j&j'&L\\-\frac12&\frac12&0\end{pmatrix}\tag{10}
$$

for $l+L+l'$ even, and zero otherwise.

Apart from the parity rule, the value depends on $|\kappa|$ and $|\kappa'|$ alone. Reversing both signs changes $l$ and $l'$ by one each, so the parity rule is also unaffected:

$$
\langle-\kappa\|C^L\|-\kappa'\rangle=\langle\kappa\|C^L\|\kappa'\rangle .\tag{11}
$$

### 5. Three vector fields

The tensor (3) is $T^{\nu L}_M=\boldsymbol\sigma\cdot\mathbf V^{\nu L}_M$ with the vector field

$$
\mathbf V^{\nu L}_M=\sum_{mq}\langle\nu m,1q|LM\rangle C^\nu_m\mathbf e_q .
$$

We look for simple operations on $C^L$ that produce these fields, because such operations can be moved on to the spinors.

**Rank $\nu=L$.** The angular momentum $\mathbf L=-i\,\mathbf r\times\nabla$ changes $M$ but not the rank of $C^L_M$. The field $\mathbf LC^L_M$ has total rank $L$ and components of orbital rank $L$. Rank $L$ and a unit vector couple to $L$ in one way, so $\mathbf LC^L_M$ is a constant times $\mathbf V^{LL}_M$.

To find the constant, take $M=L$ and the $z$ component. On the left it is $L\,C^L_L$. On the right we need $a=\langle LL,10|LL\rangle$. Let $b=\langle L\,L-1,11|LL\rangle$. The raising operator must annihilate the coupled state, which gives $a\sqrt2+b\sqrt{2L}=0$. With $a^2+b^2=1$ this yields $a^2=L/(L+1)$, and the phase convention makes $a$ positive. The constant is $L/a=\sqrt{L(L+1)}$:

$$
\boldsymbol\sigma\cdot(\mathbf LC^L_M)=\sqrt{L(L+1)}\;T^{LL}_M .\tag{12}
$$

**Ranks $\nu=L\pm1$.** The functions $r^LC^L_M$ and $r^{-L-1}C^L_M$ solve Laplace's equation away from the origin, and so does each Cartesian component of their gradients. These components scale as $r^k$ with $k=L-1$ and $k=-L-2$. A function $r^kC^\nu$ is harmonic if $k(k+1)=\nu(\nu+1)$. With $\nu\ge0$ this gives $\nu=L-1$ for the first gradient and $\nu=L+1$ for the second. Each gradient is thus proportional to one field:

$$
\nabla(r^LC^L_M)=a_-r^{L-1}\mathbf V^{L-1,L}_M,\qquad \nabla(r^{-L-1}C^L_M)=a_+r^{-L-2}\mathbf V^{L+1,L}_M .
$$

For the magnitudes, square and sum over $M$ at $r=1$. A harmonic function $u$ obeys $|\nabla u|^2=\tfrac12\nabla^2|u|^2$. With $\sum_M|C^L_M|^2=1$ and $\nabla^2r^k=k(k+1)r^{k-2}$, the left sides give

$$
\tfrac12\nabla^2r^{2L}=L(2L+1),\qquad \tfrac12\nabla^2r^{-2L-2}=(L+1)(2L+1).
$$

On the right, $\sum_M|\mathbf V^{\nu L}_M|^2$ is the same in all directions. At the pole $C^\nu_m=\delta_{m0}$, and the sum is $\sum_M\langle\nu0,1M|LM\rangle^2$. By (4) this equals $(2L+1)/(2\nu+1)$ times $\sum_M\langle L\,{-M},1M|\nu0\rangle^2=1$. Therefore $a_-^2=L(2L-1)$ and $a_+^2=(L+1)(2L+3)$.

The signs follow from the $z$ components at the pole for $M=0$:

$$
L=a_-\langle L-1\,0,10|L0\rangle,\qquad -(L+1)=a_+\langle L+1\,0,10|L0\rangle .
$$

The first coefficient belongs to the largest total rank and is positive. By (4) the second is negative, since $(-1)^{j_2+m_2}=-1$. Both $a_-$ and $a_+$ are therefore positive.

Now carry out the radial derivative on the left, contract with $\boldsymbol\sigma$, and define

$$
S=\sigma_rC^L_M,\qquad G=r\,\boldsymbol\sigma\cdot(\nabla C^L_M).
$$

Dropping the common power of $r$, we obtain

$$
G+L\,S=\sqrt{L(2L-1)}\;T^{L-1,L}_M,\tag{13}
$$

$$
G-(L+1)S=\sqrt{(L+1)(2L+3)}\;T^{L+1,L}_M .\tag{14}
$$

Equations (12) and (13) apply for $L\ge1$, and (14) also for $L=0$. There $G=0$, and (14) becomes $T^{10}_0=-\sigma_r/\sqrt3$.

## Second half: the factors, the radial integrals and an example

### 6. What is carried over

The spinor harmonic $\chi_{\kappa m}$ has $j=|\kappa|-\tfrac12$ and obeys $K\chi_\kappa=\kappa\chi_\kappa$, where $K=-1-\boldsymbol\sigma\cdot\mathbf L$. The radial spin matrix $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ gives $\sigma_r\chi_\kappa=-\chi_{-\kappa}$ and anticommutes with $K$. The tensor $T^{\nu L}$ couples $C^\nu$ and $\boldsymbol\sigma$ to rank $L$. Equations (12) to (14) express it through $\boldsymbol\sigma\cdot(\mathbf LC^L)$, $S=\sigma_rC^L$ and $G=r\boldsymbol\sigma\cdot(\nabla C^L)$. The element $\langle\kappa\|C^L\|\kappa'\rangle$ is given by (10) and does not change when both labels change sign.

The bra is now $\chi_\kappa$ and the ket $\chi_{-\kappa'}$. This is the pairing made by $\boldsymbol\alpha$, which joins the large component of one orbital to the small component of another.

This part has found the reduced element of $C^L$ and expressed the tensor $T^{\nu L}$ through simple operations on $C^L$. It remains to evaluate these between $\chi_\kappa$ and $\chi_{-\kappa'}$, add the radial integrals, and apply the results to the Breit and recoil operators and to a numerical example.
